# Hydrogen's Second Hyperpolarizability from First- and Second-Order Wavefunctions

## Problem

A hydrogen atom with a fixed nucleus is placed in a weak, uniform, static electric field of strength $F$ along $+z$. Relativity and spin are neglected. Find its second hyperpolarizability $\gamma$, using no correction to the wavefunction beyond second order in $F$.

Hartree atomic units are used. The electron has charge $-1$, so its potential energy in the field is $+Fz$, and

$$H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .$$

Write $E=E_0+FE_1+F^2E_2+\dots$ and $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$, with all functions real and $\langle 0|k\rangle=0$ for $k\ge1$. Here $|k\rangle$ stands for $\psi_k$. Reflection $z\to-z$ turns $F$ into $-F$, so the odd energy coefficients vanish, and $\psi_k$ has the parity of $k$ under this reflection. The response coefficients are defined by

$$E(F)=E_0-\frac{\alpha}{2}F^2-\frac{\gamma}{24}F^4-\dots,\qquad \alpha=-2E_2,\quad \gamma=-24E_4 .$$

Since $dE/dF=\langle z\rangle$, the induced dipole is $-\langle z\rangle=\alpha F+\gamma F^3/6+\dots$. A convention that omits the factor $1/6$ here assigns a different number to the same response.

The potential $-1/r+Fz$ falls without limit as $z\to-\infty$, so the electron can tunnel away and the atom has no true bound state at $F\neq0$. The expansions are therefore treated as formal power series. Their coefficients are well defined, and no convergence is assumed.

## A tempting solution

The argument runs as follows. The Rayleigh quotient is stationary at an eigenfunction, so an error in the wavefunction enters the energy squared. The function $\psi_0+F\psi_1$ is wrong only at order $F^2$. Its energy should then be good enough to give the $F^4$ term.

To carry this out we need $\psi_1$. The first-order equation, with $E_1=0$, is $(H_0-E_0)\psi_1=-z\psi_0$. Set $\psi_k=g_k\psi_0$. Because $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$, the product rule gives

$$\nabla^2(g\psi_0)=\psi_0\nabla^2g-2\psi_0\frac{\partial g}{\partial r}+g\nabla^2\psi_0 .$$

The last term cancels against the potential and $E_0$, since $(H_0-E_0)\psi_0=0$. Hence

$$(H_0-E_0)(g\psi_0)=\psi_0\,Lg,\qquad Lg=-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}.$$

On a power of $r$ times a Legendre polynomial $P_l(\cos\theta)$,

$$L\,r^nP_l=\Big\{n\,r^{n-1}-\tfrac12\big[n(n+1)-l(l+1)\big]r^{n-2}\Big\}P_l. \tag{1}$$

For $l=1$ this gives $L(r\cos\theta)=\cos\theta$ and $L(r^2\cos\theta)=(2r-2)\cos\theta$. We need $Lg_1=-r\cos\theta$. The term $-\tfrac12r^2\cos\theta$ produces $(-r+1)\cos\theta$, and $-r\cos\theta$ removes the surplus $\cos\theta$. Therefore

$$g_1=-\Big(r+\frac{r^2}{2}\Big)\cos\theta .$$

The electron density is depleted at positive $z$, as it should be for a force along $-z$.

Let $\langle f\rangle$ denote the average of $f$ over $\psi_0^2$. For powers of $r$,

$$\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{(k+2)!}{2^{k+1}},$$

which equals $3,\ \frac{15}2,\ \frac{45}2,\ \frac{315}4,\ 315,\ \frac{2835}2,\ \frac{14175}2$ for $k=2,\dots,8$. The second-order equation is

$$(H_0-E_0)\psi_2=-z\psi_1+E_2\psi_0. \tag{2}$$

Its projection on $\psi_0$ gives $E_2=\langle0|z|1\rangle$. With $\langle\cos^2\theta\rangle=\frac13$,

$$E_2=-\frac13\Big(3+\frac12\cdot\frac{15}2\Big)=-\frac94,\qquad \alpha=\frac92,$$

$$\langle1|1\rangle=\frac13\Big\langle r^2+r^3+\frac{r^4}4\Big\rangle=\frac13\Big(3+\frac{15}2+\frac{45}8\Big)=\frac{43}8 .$$

Now take the expectation value of $H-E_0$ in $\psi_0+F\psi_1$. The terms in $F$ and $F^3$ vanish by parity. The $F^2$ term is $\langle1|H_0-E_0|1\rangle+2\langle0|z|1\rangle$. By the first-order equation its first part is $-\langle1|z|0\rangle=-E_2$, so the sum is $E_2$. The quotient is

$$R_1-E_0=\frac{E_2F^2}{1+\langle1|1\rangle F^2}=-\frac94F^2+\frac94\cdot\frac{43}8F^4+\dots=-\frac94F^2+\frac{387}{32}F^4+\dots$$

Reading the last coefficient as $E_4$ gives $\gamma=-24\cdot\frac{387}{32}=-290.25$. This says that the atom becomes harder to polarize as the field grows.

## Where it fails

The expansion of $R_1$ is correct. The fault is in the count of orders: an error of order $F^2$ in the wavefunction, squared, is of order $F^4$, which is the order being sought.

To make the count precise, let $\varphi_n=\psi_0+F\psi_1+\dots+F^n\psi_n$ and $\delta=\psi-\varphi_n$, so that $\delta$ begins with $F^{n+1}\psi_{n+1}$. Order by order, $(H-E)\psi=0$. Since $H$ is symmetric on the functions involved, every term containing $\psi$ drops out of

$$\langle\varphi_n|H-E|\varphi_n\rangle=\langle\psi-\delta|H-E|\psi-\delta\rangle=\langle\delta|H-E|\delta\rangle .$$

Divide by $\langle\varphi_n|\varphi_n\rangle=1+O(F^2)$. The left side becomes $R_n-E$, where $R_n$ is the Rayleigh quotient of $\varphi_n$:

$$R_n-E=F^{2n+2}\,\langle n+1|H_0-E_0|n+1\rangle+O(F^{2n+3}). \tag{3}$$

This is the $2n+1$ theorem: the wavefunction through order $n$ determines the energy through order $2n+1$.

The symmetry of $H$ needs functions that decay fast enough, and here each $\psi_k$ is a polynomial times $e^{-r}$. To see this, solve each order with (1), from the highest power of $r$ downward. For $l\ge1$ the source begins at $r^l$ or higher. The coefficient of $r^l$ in the solution is then free to cancel the leftover power $r^{l-1}$, and by (1) it creates no term in $r^{l-2}$. For $l=0$ the only possible leftover is a term in $1/r$. Its coefficient is proportional to the average of the source, because $\langle Lg\rangle=0$. The choice of $E_k$ makes that average zero.

With $n=1$ the theorem reaches $E_3$, which is zero here. At fourth order, (3) says that $R_1$ is too high by $\langle2|H_0-E_0|2\rangle$. This quantity cannot be negative, because $E_0$ is the lowest eigenvalue of $H_0$. The number $-290.25$ is thus a lower bound on $\gamma$. An actual value requires $n=2$, that is, $\psi_2$.

## The second-order wavefunction

With $\cos^2\theta=\frac13+\frac23P_2$, equation (2) becomes

$$Lg_2=\Big(r^2+\frac{r^3}2\Big)\Big(\frac13+\frac23P_2\Big)-\frac94 .$$

Write $g_2=f_0(r)+f_2(r)P_2(\cos\theta)$, and let $a_n$ and $b_n$ be the coefficients of $r^n$ in $f_0$ and $f_2$.

For $l=0$, rule (1) gives

$$r^4\to4r^3-10r^2,\quad r^3\to3r^2-6r,\quad r^2\to2r-3,\quad r\to1-\frac1r .$$

The source is $\frac{r^3}6+\frac{r^2}3-\frac94$. Matching powers from the top:

- $r^3$: $4a_4=\frac16$, so $a_4=\frac1{24}$.
- $r^2$: $3a_3-10a_4=\frac13$, so $a_3=\frac14$.
- $r^1$: $2a_2-6a_3=0$, so $a_2=\frac34$.
- $r^0$: $a_1-3a_2=-\frac94$, so $a_1=0$.

The $1/r$ term requires $a_1=0$ as well. The two conditions agree because $E_2=-\frac94$.

For $l=2$ the rule gives $r^4\to4r^3-7r^2$, $r^3\to3r^2-3r$ and $r^2\to2r$. The source is $\frac{r^3}3+\frac{2r^2}3$:

- $r^3$: $4b_4=\frac13$, so $b_4=\frac1{12}$.
- $r^2$: $3b_3-7b_4=\frac23$, so $b_3=\frac5{12}$.
- $r^1$: $2b_2-3b_3=0$, so $b_2=\frac58$.

The constant $a_0$ is fixed by $\langle0|2\rangle=\langle f_0\rangle=0$:

$$a_0=-\Big(\frac34\cdot3+\frac14\cdot\frac{15}2+\frac1{24}\cdot\frac{45}2\Big)=-\frac{81}{16}.$$

Thus

$$f_0=-\frac{81}{16}+\frac{3r^2}4+\frac{r^3}4+\frac{r^4}{24},\qquad f_2=\frac{5r^2}8+\frac{5r^3}{12}+\frac{r^4}{12}.$$

The function $\psi_2$ contains a spherical change of the atom's radial distribution and a quadrupolar change of its shape.

## The fourth-order energy

Projecting the fourth-order equation on $\psi_0$ gives $E_4=\langle0|z|3\rangle$, which seems to require $\psi_3$. It can be removed. By the first-order equation, $z\psi_0=-(H_0-E_0)\psi_1$. Let $H_0-E_0$ act on $\psi_3$ instead, and use the third-order equation $(H_0-E_0)\psi_3=-z\psi_2+E_2\psi_1$, in which $E_1=E_3=0$ and the right side is orthogonal to $\psi_0$ by parity:

$$E_4=-\langle1|H_0-E_0|3\rangle=\langle1|z|2\rangle-E_2\langle1|1\rangle. \tag{4}$$

The second term is the $+\frac{387}{32}$ of the tempting solution. What was missing is $\langle1|z|2\rangle$. Projecting (2) on $\psi_2$ gives $\langle2|H_0-E_0|2\rangle=-\langle1|z|2\rangle$, so the missing term is exactly the error predicted by (3).

To evaluate it, use $\langle\cos^2\theta\rangle=\frac13$ and $\langle\cos^2\theta\,P_2\rangle=\frac23\langle P_2^2\rangle=\frac23\cdot\frac15=\frac2{15}$:

$$\langle1|z|2\rangle=-\frac13\Big\langle\Big(r^2+\frac{r^3}2\Big)f_0\Big\rangle-\frac2{15}\Big\langle\Big(r^2+\frac{r^3}2\Big)f_2\Big\rangle .$$

The first product is

$$-\frac{81}{16}r^2-\frac{81}{32}r^3+\frac34r^4+\frac58r^5+\frac16r^6+\frac1{48}r^7,$$

and its average is

$$\frac{-972-1215+1080+3150+3360+1890}{64}=\frac{7293}{64}.$$

The second product is $\frac58r^4+\frac{35}{48}r^5+\frac7{24}r^6+\frac1{24}r^7$, with average

$$\frac{900+3675+5880+3780}{64}=\frac{14235}{64}.$$

Therefore

$$\langle1|z|2\rangle=-\frac{2431}{64}-\frac{949}{32}=-\frac{4329}{64},$$

$$E_4=-\frac{4329}{64}+\frac{387}{32}=-\frac{3555}{64},\qquad \boxed{\gamma=-24E_4=\frac{10665}8=1333.125}$$

In SI units this is $8.31\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}$. The positive sign means that the induced dipole grows faster than linearly.

Multiplied by $-24$, the three contributions to $E_4$ are $911.625$ from the spherical part of $\psi_2$, $711.75$ from the quadrupolar part and $-290.25$ from normalization. This division depends on the choice $\langle0|2\rangle=0$. Replacing $\psi_2$ by $\psi_2+k\psi_0$ changes $\langle1|z|2\rangle$ by $kE_2$. Formula (4) must then be extended by $-E_2\langle0|2\rangle=-kE_2$, and $E_4$ is unchanged. Dropping the constant $a_0$ while keeping (4) as it stands would give a wrong answer.

## How far $\psi_2$ reaches

The quotient for $\varphi_2=\psi_0+F\psi_1+F^2\psi_2$ shows where the information ends. Its numerator has the $F^4$ term $\langle2|H_0-E_0|2\rangle+2\langle1|z|2\rangle=\langle1|z|2\rangle$, and its odd terms vanish by parity:

$$R_2-E_0=\frac{E_2F^2+\langle1|z|2\rangle F^4}{1+\langle1|1\rangle F^2+\langle2|2\rangle F^4}.$$

The $F^4$ coefficient reproduces (4), and the $F^5$ coefficient is zero, as it should be. The $F^6$ coefficient is

$$-\langle1|z|2\rangle\langle1|1\rangle+E_2\big(\langle1|1\rangle^2-\langle2|2\rangle\big).$$

It needs $\langle2|2\rangle=\langle f_0^2\rangle+\frac15\langle f_2^2\rangle$. Squaring the polynomials and inserting the moments gives $\frac{25029}{256}+\frac{14590}{256}=\frac{39619}{256}$. The coefficient is then $646.8$.

The true $E_6$ can be found numerically. Diagonalize $H$ in the 22 functions $r^ne^{-r}P_l(\cos\theta)$ with $0\le l\le3$ and $l\le n\le6$. This basis contains $\psi_0$ to $\psi_3$, so by the theorem its energy coefficients are right through $F^7$. The eigenvalue that starts at $E_0$ was computed by inverse iteration with 80-digit arithmetic, at fields spaced by $10^{-7}$, and differentiated by central differences. The result is $E_4=-55.546875$, equal to $-\frac{3555}{64}$, and $E_6=-4907.8$. The trial function $\varphi_2$ thus fails at sixth order as badly as $\varphi_1$ failed at fourth: the sign is wrong again.

In hydrogen the fifth-order coefficient vanishes by symmetry, so the atom cannot show that $\psi_2$ also fixes a nonzero $E_5$. A system without this symmetry can. Take four levels at $0,1,2,4$ with the perturbation

$$F\begin{pmatrix}1&1&2&1\\1&-1&1&2\\2&1&2&-1\\1&2&-1&1\end{pmatrix}.$$

The perturbation recursion for its lowest level gives $E_3=1.5$ and $E_5=-7.484$. Halving a small $F$ and comparing $R_n$ with the numerically diagonalized energy shows errors that scale as $F^2$, $F^4$ and $F^6$ for $n=0,1,2$. With $n=2$ the nonzero $E_5$ is therefore reproduced.

## The response at a finite field

Take $F=0.005$, which is $2.571\times10^9$ V/m. The two leading energy shifts are

$$-\frac{4.5}2(0.005)^2=-5.625\times10^{-5},\qquad -\frac{1333.125}{24}(0.005)^4=-3.472\times10^{-8}.$$

Diagonalization in the same 22 functions gives a total shift of $-5.62847938\times10^{-5}$. These functions stay close to the nucleus, so the calculation describes the polarized atom without its slow decay by tunnelling. Subtracting the quadratic term leaves $-3.479\times10^{-8}$. The false value $\gamma=-290.25$ would have predicted $+7.6\times10^{-9}$. Subtracting the quartic term too leaves $-7.70\times10^{-11}$, close to $E_6F^6=-7.67\times10^{-11}$.

For the dipole, the linear term is $4.5\times0.005=0.0225$ and the cubic term is

$$\frac{1333.125}6(0.005)^3=2.777\times10^{-5}.$$

Their sum is $0.02252777$, and the diagonalization gives $0.02252787$. The nonlinear part is about $0.12\%$ of the linear dipole but only $0.06\%$ of the quadratic energy. The factor of two follows from the definitions, since the ratios are $\gamma F^2/(6\alpha)$ and $\gamma F^2/(12\alpha)$.

Truncation after $\gamma$ is justified while the next term is small. Its size relative to the quartic energy is $E_6F^2/E_4\approx88F^2$, or $0.2\%$ at this field. At $F=0.05$ the same ratio is $22\%$, and $\gamma$ alone no longer describes the nonlinear response well.
